# Fraction of O⁻ ions detached by a 532 nm laser pulse: verification in Python

```python
# Result under test: one light pulse detaches the fraction
#     p = 1 - exp(-x),   x = sigma * F / omega
# of negative ions. sigma: detachment cross section, F: fluence (energy/area),
# omega: photon energy. For O- at 532 nm, 50 mJ/cm^2, 6.5e-18 cm^2: p = 58 %.
# Also tested: the correction for oriented ions in linearly polarized light,
#     survival = exp(-x) * (1 + 2 cosh(x/2)) / 3   (outgoing s wave, O left in 3P).
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.linalg import expm
from scipy.optimize import brentq

# ---------- inputs ----------
wavelength_nm = 532.0
fluence_mJ = 50.0            # mJ/cm^2
sigma_cm2 = 6.5e-18
affinity_eV = 1.5            # rough
fine_splitting_eV = 0.02     # rough, O- ground term
pulse_s = 10e-9
beam_radius_m = 2.5e-3
ion_temperature_K = 500.0
ion_density_cm3 = 1e10
lifetime_s = 100e-6
path_cm = 30.0

# ---------- derived formula, evaluated in atomic units ----------
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
c_au = 1 / const.fine_structure
omega_au = 2 * np.pi * c_au / (wavelength_nm * 1e-9 / bohr)
fluence_au = fluence_mJ * 10.0 * bohr**2 / hartree      # 1 mJ/cm^2 = 10 J/m^2
sigma_au = sigma_cm2 * 1e-4 / bohr**2
x = sigma_au * fluence_au / omega_au
p = 1 - np.exp(-x)

# ---------- independent road: SI photon count and rate equation ----------
photon_J = const.h * const.c / (wavelength_nm * 1e-9)
photon_eV = photon_J / const.e
photons_cm2 = fluence_mJ * 1e-3 / photon_J
assert photon_eV > affinity_eV

def survival_from_rate(pulse_shape, start, stop, source=0.0):
    """Integrate the ion balance; pulse_shape has unit area, time in ns."""
    def balance(t, n):
        return -sigma_cm2 * photons_cm2 * pulse_shape(t) * n + source * (1 - n)
    sol = solve_ivp(balance, (start, stop), [1.0], rtol=1e-10, atol=1e-12,
                    max_step=(stop - start) / 100)
    assert sol.success
    return sol.y[0, -1]

width_ns = pulse_s * 1e9 / (2 * np.sqrt(2 * np.log(2)))
def gaussian_pulse(t):
    return np.exp(-t**2 / (2 * width_ns**2)) / (width_ns * np.sqrt(2 * np.pi))
def skewed_pulse(t):
    return t**2 * np.exp(-t) / 2
p_gaussian = 1 - survival_from_rate(gaussian_pulse, -7 * width_ns, 7 * width_ns)
p_skewed = 1 - survival_from_rate(skewed_pulse, 0.0, 50.0)
assert abs(p_gaussian - p) < 1e-7
assert abs(p_skewed - p) < 1e-7
assert round(100 * p) == 58

# Photons thrown at random on a finite cell, each one may hit the ion.
cell_cm2 = 1e-10
p_counting = 1 - (1 - sigma_cm2 / cell_cm2) ** (photons_cm2 * cell_cm2)
assert abs(p_counting - p) < 1e-6

# Fluence for 95 % detachment: formula against a root of the rate equation.
fluence_95 = -np.log(0.05) * omega_au / sigma_au * hartree / bohr**2 / 10
def excess_survival(scale):
    sol = solve_ivp(lambda t, n: -scale * sigma_cm2 * photons_cm2 * n,
                    (0, 1), [1.0], rtol=1e-10, atol=1e-12)
    return sol.y[0, -1] - 0.05
fluence_95_root = fluence_mJ * brentq(excess_survival, 1, 10)
assert abs(fluence_95_root / fluence_95 - 1) < 1e-6

# Sensitivity to fluence: derivative formula against finite differences.
slope = x * np.exp(-x)
step = 1e-4
slope_numeric = (np.exp(-x * (1 - step)) - np.exp(-x * (1 + step))) / (2 * step)
assert abs(slope - slope_numeric) < 1e-7
p_low, p_high = 1 - np.exp(-0.9 * x), 1 - np.exp(-1.1 * x)

# ---------- oriented ions: p shell with six spin-orbitals ----------
orbitals = [(m, s) for m in (-1, 0, 1) for s in (0.5, -0.5)]
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
remove = {}
for k, orbital in enumerate(orbitals):
    matrix = np.eye(1)
    for j in range(6):
        factor = parity if j < k else lower if j == k else np.eye(2)
        matrix = np.kron(matrix, factor)
    remove[orbital] = matrix

def one_body(element):
    total = np.zeros((64, 64))
    for a in orbitals:
        for b in orbitals:
            value = element(a, b)
            if value:
                total += value * remove[a].T @ remove[b]
    return total

spin_z = one_body(lambda a, b: a[1] * (a == b))
spin_up = one_body(lambda a, b: float(a[0] == b[0] and a[1] - b[1] == 1))
orbit_z = one_body(lambda a, b: a[0] * (a == b))
spin_squared = spin_up.T @ spin_up + spin_z @ spin_z + spin_z
def spin_orbit_element(a, b):
    if a == b:
        return a[0] * a[1]
    if abs(a[0] - b[0]) == 1 and a[0] + a[1] == b[0] + b[1]:
        return np.sqrt(2) / 2
    return 0.0
spin_orbit = one_body(spin_orbit_element)

full_shell = np.zeros(64)
full_shell[-1] = 1.0
ion_states = np.array([remove[o] @ full_shell for o in orbitals]).T
# Four p electrons have S = 0, 1 only, so S^2/2 projects on the triplet.
triplet = spin_squared / 2

# Angular strengths of z-polarized light by quadrature over cos(theta).
nodes, weights = np.polynomial.legendre.leggauss(12)
density = {0: 1.5 * nodes**2, 1: 0.75 * (1 - nodes**2)}
density[-1] = density[1]
total_strength = {m: np.sum(weights * nodes**2 * density[m]) for m in (-1, 0, 1)}
s_overlap = np.sum(weights * 0.5 * np.sqrt(3) * nodes**2)
s_strength = {-1: 0.0, 0: s_overlap**2, 1: 0.0}
d_strength = {m: total_strength[m] - s_strength[m] for m in (-1, 0, 1)}

def relative_rates(strength):
    operator = sum(strength[o[0]] * remove[o].T @ triplet @ remove[o]
                   for o in orbitals)
    rates = ion_states.T @ operator @ ion_states
    return rates / (np.trace(rates) / 6)

rates_s, rates_d = relative_rates(s_strength), relative_rates(d_strength)
total_m = np.diag(ion_states.T @ orbit_z @ ion_states)
expected_s = np.diag(np.where(np.abs(total_m) < 0.5, 0.0, 1.5))
assert np.allclose(rates_s, expected_s, atol=1e-12)
assert np.allclose(rates_d - np.eye(6), 0.1 * (rates_s - np.eye(6)), atol=1e-12)

coupling = ion_states.T @ spin_orbit @ ion_states
levels = np.linalg.eigvalsh(coupling)
phase = fine_splitting_eV * const.e * pulse_s / const.hbar
coupling_phase = coupling * phase / (levels[-1] - levels[0])

# Rates in states of definite J and M_J, split by a tiny M_J label.
mj_operator = ion_states.T @ (orbit_z + spin_z) @ ion_states
j_vectors = np.linalg.eigh(coupling + 0.01 * mj_operator)[1]
j_rates = np.sort(np.diag(j_vectors.T @ rates_s @ j_vectors))
assert np.allclose(j_rates, [0.5, 0.5, 1, 1, 1.5, 1.5], atol=1e-9)

def detached_oriented(rates):
    """Propagate all six states, equally filled, through the pulse."""
    evolution = expm(-1j * coupling_phase - 0.5 * x * rates)
    return 1 - np.sum(np.abs(evolution) ** 2) / 6

p_s_wave = detached_oriented(rates_s)
p_d_wave = detached_oriented(rates_d)
p_s_formula = 1 - np.exp(-x) * (1 + 2 * np.cosh(x / 2)) / 3
assert abs(p_s_wave - p_s_formula) < 1e-5
assert p_s_wave < p_d_wave < p
for share in (0.25, 0.5, 0.75):
    mixed = detached_oriented(share * rates_s + (1 - share) * rates_d)
    assert p_s_wave < mixed < p_d_wave

# ---------- other neglected effects ----------
# Gaussian profile cut where fluence is half the central value, same mean.
cut = np.log(2)
x_centre = x * cut / (1 - np.exp(-cut))
mean_x = quad(lambda u: x_centre * np.exp(-u), 0, cut)[0] / cut
assert abs(mean_x - x) < 1e-10
p_profile = quad(lambda u: 1 - np.exp(-x_centre * np.exp(-u)), 0, cut)[0] / cut
assert p_profile < p

# Thermal exchange across the beam edge: flux formula against sampling.
ion_mass = 15.999 * const.atomic_mass + const.m_e
mean_speed = np.sqrt(8 * const.k * ion_temperature_K / (np.pi * ion_mass))
exchange = mean_speed * pulse_s / (2 * beam_radius_m)
rng = np.random.default_rng(7)
samples = 2_000_000
radius = beam_radius_m * np.sqrt(rng.random(samples))
spread = np.sqrt(const.k * ion_temperature_K / ion_mass) * pulse_s
shift_x, shift_y = rng.normal(0, spread, (2, samples))
left = np.mean((radius + shift_x) ** 2 + shift_y**2 > beam_radius_m**2)
assert abs(left / exchange - 1) < 0.10   # about 1.8 % sampling error

# New ions formed during a flat pulse, steady state before the pulse.
pulse_ns = pulse_s * 1e9
def flat_pulse(t):
    return 1 / pulse_ns
refill = (survival_from_rate(flat_pulse, 0, pulse_ns, 1e-9 / lifetime_s)
          - survival_from_rate(flat_pulse, 0, pulse_ns))
assert 0 < refill < pulse_s / lifetime_s
absorbed = 1 - np.exp(-ion_density_cm3 * sigma_cm2 * path_cm)
assert max(exchange, refill, absorbed) < 0.01

# ---------- output ----------
print(f"wavelength                         {wavelength_nm:.0f} nm")
print(f"fluence                            {fluence_mJ:.0f} mJ/cm^2")
print(f"cross section                      {sigma_cm2:.1e} cm^2")
print(f"photon energy                      {photon_eV:.4f} eV")
print(f"photon energy, atomic units        {omega_au:.5f} hartree")
print(f"electron affinity (rough)          {affinity_eV:.1f} eV")
print(f"photons per area                   {photons_cm2:.4e} cm^-2")
print(f"exponent x (= linear estimate)     {x:.4f}")
print(f"surviving fraction                 {np.exp(-x):.4f}")
print(f"detached fraction, formula         {p:.4f}")
print(f"detached, Gaussian pulse ODE       {p_gaussian:.4f}")
print(f"detached, skewed pulse ODE         {p_skewed:.4f}")
print(f"detached, photon counting          {p_counting:.4f}")
print(f"O- density (rough)                 {ion_density_cm3:.1e} cm^-3")
print(f"released electron density          {p * ion_density_cm3:.2e} cm^-3")
print(f"correction factor 1/p              {1 / p:.3f}")
print(f"fluence for 95 % detachment        {fluence_95:.1f} mJ/cm^2")
print(f"sensitivity dp/dlnF                {slope:.4f}")
print(f"detached at 10 % less fluence      {p_low:.4f}")
print(f"detached at 10 % more fluence      {p_high:.4f}")
print(f"fine-structure splitting (rough)   {fine_splitting_eV:.2f} eV")
print(f"precession phase in pulse          {phase:.1e} rad")
print(f"relative rates, J states, s wave   {j_rates[0]:.2f} {j_rates[2]:.2f} {j_rates[4]:.2f}")
print(f"detached, polarized, pure s wave   {p_s_wave:.4f}")
print(f"detached, polarized, pure d wave   {p_d_wave:.4f}")
print(f"central fluence, Gaussian profile  {fluence_mJ * x_centre / x:.1f} mJ/cm^2")
print(f"detached, Gaussian profile         {p_profile:.4f}")
print(f"pulse length                       {pulse_s * 1e9:.0f} ns")
print(f"beam diameter                      {2e3 * beam_radius_m:.0f} mm")
print(f"ion temperature (rough)            {ion_temperature_K:.0f} K")
print(f"mean ion speed                     {mean_speed:.0f} m/s")
print(f"ions exchanged at edge, formula    {exchange:.2e}")
print(f"ions exchanged at edge, sampled    {left:.2e}")
print(f"ion lifetime (rough)               {lifetime_s * 1e6:.0f} us")
print(f"refilled fraction in pulse         {refill:.1e}")
print(f"light path                         {path_cm:.0f} cm")
print(f"light absorbed by ions             {absorbed:.1e}")
print("all assertions hold")
```

Printed output:

```
wavelength                         532 nm
fluence                            50 mJ/cm^2
cross section                      6.5e-18 cm^2
photon energy                      2.3305 eV
photon energy, atomic units        0.08565 hartree
electron affinity (rough)          1.5 eV
photons per area                   1.3391e+17 cm^-2
exponent x (= linear estimate)     0.8704
surviving fraction                 0.4188
detached fraction, formula         0.5812
detached, Gaussian pulse ODE       0.5812
detached, skewed pulse ODE         0.5812
detached, photon counting          0.5812
O- density (rough)                 1.0e+10 cm^-3
released electron density          5.81e+09 cm^-3
correction factor 1/p              1.721
fluence for 95 % detachment        172.1 mJ/cm^2
sensitivity dp/dlnF                0.3645
detached at 10 % less fluence      0.5431
detached at 10 % more fluence      0.6161
fine-structure splitting (rough)   0.02 eV
precession phase in pulse          3.0e+05 rad
relative rates, J states, s wave   0.50 1.00 1.50
detached, polarized, pure s wave   0.5544
detached, polarized, pure d wave   0.5810
central fluence, Gaussian profile  69.3 mJ/cm^2
detached, Gaussian profile         0.5750
pulse length                       10 ns
beam diameter                      5 mm
ion temperature (rough)            500 K
mean ion speed                     813 m/s
ions exchanged at edge, formula    1.63e-03
ions exchanged at edge, sampled    1.63e-03
ion lifetime (rough)               100 us
refilled fraction in pulse         2.5e-05
light path                         30 cm
light absorbed by ions             1.9e-06
all assertions hold
```
